Merz's switching law and the nucleation of a fixed-height domain

**Q:** When I plot the logarithm of a ferroelectric film's switching time against inverse field, Merz's law says I should get a straight line. Why inverse field? A field tilts an energy landscape linearly, so I would have expected the barrier to fall linearly with E.

**A:** It would, if the distance to the top of the barrier were fixed. In nucleation the field also moves the top.

Take a film of uniform polarization of magnitude P, with a field E pointing the opposite way. Suppose that thermal agitation creates a cylinder of reversed polarization, of radius r, running from one electrode to the other. Its height h is then the film thickness. A nucleus that ended inside the film would carry polarization charge at its tip, away from the electrode, and that costs energy. I assume for now that the electrodes screen the polarization charge perfectly, and that P and the wall energy per area σ do not depend on the field. The algebra is in atomic units.

The energy density −**P**·**E** is +PE before reversal and −PE after it, a change of −2PE. The side wall has area 2πrh. Perfect screening leaves no charge energy at the ends, so

U(r) = 2πrhσ − 2PEπr²h.

The wall term wins at small r and the field term at large r. The maximum lies where

dU/dr = 2πhσ − 4πPEhr = 0, so r* = σ/(2PE).

Inserting r* in each term gives

wall: 2πhσ·σ/(2PE) = πhσ²/(PE)
field: −2PEπh·σ²/(4P²E²) = −πhσ²/(2PE)

and their sum is the barrier,

U* = πhσ²/(2PE).

A stronger field lets a smaller nucleus survive, and a smaller nucleus has less wall. The barrier is not the wall energy itself: the wall costs 2U* and the field pays back U*. Both scale as 1/E.

**Q:** Where does the fixed height enter? Any nucleus has a surface cost and a volume gain.

**A:** The height decides how many dimensions shrink as the field rises. Compare a sphere whose whole size is free, with the same σ all round and its charge energy left out:

U = 4πr²σ − (8π/3)PEr³.

Setting 8πrσ − 8πPEr² = 0 gives r = σ/(PE), and then

U* = 4πσ³/(PE)² − (8π/3)σ³/(PE)² = (4π/3)σ³/(PE)².

That is an inverse-square law. Doubling the field halves the cylinder's barrier but quarters the sphere's.

The round cross-section is not essential. For a square prism of side L,

U = 4Lhσ − 2PEL²h, L* = σ/(PE), U* = 4hσ²/(PE) − 2hσ²/(PE) = 2hσ²/(PE).

This is 4/π ≈ 1.27 times the round barrier, with the same 1/E.

**Q:** A barrier is not yet a time. Could the prefactor spoil the law?

**A:** It bends it slightly. Divide the film into columns of cross-section a² and height h, and let a nucleus contain n of them. Then πr² = na², so r = a√(n/π) and

U = B√n − An, B = 2√π σha, A = 2PEha².

With ρ = √n, completing the square gives

U = U* − A(ρ − ρ*)², ρ* = B/(2A), U* = B²/(4A).

Substituting A and B returns πhσ²/(2PE), as it must.

Let w_n be the rate from n to n+1 and v_n the rate from n to n−1. Let T_n be the mean time to reach a size well beyond the barrier. In a short time dt the nucleus grows, shrinks or stays, so

T_n = dt + w_n dt T_(n+1) + v_n dt T_(n−1) + (1 − w_n dt − v_n dt)T_n.

With D_n = T_n − T_(n+1) this becomes

w_n D_n = 1 + v_n D_(n−1).

Multiply by p_n = exp(−U_n/k_BT). Detailed balance requires p_n v_n = p_(n−1) w_(n−1), hence

p_n w_n D_n = p_n + p_(n−1) w_(n−1) D_(n−1).

There is no shrinking from n = 0, so repeated use gives p_n w_n D_n = p_0 + p_1 + … + p_n. Summing the D_n gives

T_0 = Σ_n (p_0 + … + p_n)/(w_n p_n).

The largest terms are those near the barrier top. There the bracket is close to p_0 = 1, provided that even one reversed column costs many k_BT. The rim has 2πr/a = 2√(πn) sites. With this smooth circular energy, adding a column near the top hardly changes U, so w_n ≈ 2ν√(πn), where ν is the attachment rate per rim site at zero energy change. I take ν as independent of field. If the top spans several columns, the sum becomes an integral. With dn = 2ρ dρ the factor ρ cancels:

T_0 ≈ ∫ 2ρ dρ exp(U/k_BT)/(2ν√π ρ)
= exp(U*/k_BT)/(ν√π) · ∫ dρ exp[−A(ρ − ρ*)²/k_BT].

For U* much larger than k_BT the limits may be extended to ±∞, and the Gaussian integral is √(πk_BT/A). Therefore

T_0 ≈ (1/ν)√(k_BT/A) exp(U*/k_BT).

**Q:** That is one site. My capacitor has many.

**A:** A small nucleus usually disappears and the site starts afresh, so the waiting time is nearly exponential: the chance of still waiting at time t is exp(−t/T_0). For N independent sites the chance that none has switched is exp(−Nt/T_0), with mean T_0/N. If the first successful nucleus then sweeps the region quickly, the switching time is

t_s = (1/(Nν))√(k_BT/A) exp(E_a/E), E_a = πhσ²/(2Pk_BT).

Since A is proportional to E, ln t_s = constant − ½ ln E + E_a/E. Put x = 1/E, so that −½ ln E = ½ ln x. The slope of your plot is

d ln t_s/dx = E_a + 1/(2x) = E_a + E/2.

Merz's law is the leading behaviour for E much smaller than E_a, provided that the critical nucleus still spans several columns.

**Q:** What if the region is too large for one nucleus to sweep it quickly?

**A:** Then many nuclei share the work. Let J be the nucleation rate per area and v the wall speed. By time t a domain covers an area of order (vt)², in which about J(vt)²t nuclei have formed. Switching is well advanced when Jv²t³ ~ 1, so t ~ (Jv²)^(−1/3). If J carries exp(−E_a/E) and v has no exponential of its own, the slope drops to about E_a/3. A measured activation field therefore gives σ²h/P only after you know which regime applies.

**Q:** Put in numbers for a thin film.

**A:** Take rough values for barium titanate: P = 25 uC/cm2, σ = 7 mJ/m2, h = 5 nm, a = 0.4 nm, at 300 K, where k_BT = 0.02585 eV. I choose ν = 10¹² per second and a region 50 nm square, so N = (50/0.4)² = 15625.

At 0.14 MV/cm, 2PE is 0.0437 eV/nm³ and σ is 0.0437 eV/nm². Hence r* = 1.00 nm and

U* = πhσr* = π × 5 × 0.0437 × 1.00 ≈ 0.686 eV = 26.55 k_BT.

The activation field is 26.55 × 0.14 ≈ 3.72 MV/cm. For the prefactor, A = 0.0437 × 5 × 0.16 ≈ 0.035 eV, so √(k_BT/A) ≈ 0.86. One site waits 0.29 s on average, and the region 0.29/15625 s ≈ 19 μs.

With the other parameters held fixed:

0.08 MV/cm: r* = 1.75 nm, U* = 1.20 eV, t_s ≈ 1.1 × 10⁴ s
0.14 MV/cm: r* = 1.00 nm, U* = 0.69 eV, t_s ≈ 1.9 × 10⁻⁵ s
0.20 MV/cm: r* = 0.70 nm, U* = 0.48 eV, t_s ≈ 5 × 10⁻⁹ s

A factor of 2.5 in field changes the time by twelve orders of magnitude. These fields are high for this material. Landau expansions for bulk barium titanate at 300 K put the intrinsic coercive field, beyond which the old state has no barrier at all, near 0.15 MV/cm, and at 0.14 MV/cm P has already fallen by 15 to 18%. Read the two higher rows as values of the fixed-P model, not of bulk-like barium titanate.

**Q:** Only 20 columns make up the middle nucleus. Does the integral survive that?

**A:** The recursion for D_n can be summed without the integral, keeping the smooth circular energy U = B√n − An. I used 2√(π(n+½)) rim sites, with the energy step shared equally between the forward and backward rates. At 0.14 MV/cm this gives 0.2894 s for one site, against 0.2909 s from the formula. At 0.20 MV/cm, with about 10 columns, the difference is 1.5% of the formula. A different rule, in which downhill steps run at the full rate and only uphill steps are slowed, lengthens the formula's times by 3 to 14% over the three fields. The slope from the first rule at 0.14 MV/cm is 3.789 MV/cm, against E_a + E/2 = 3.717 + 0.070 = 3.787 MV/cm. This tests the sum against the integral, not the circular shape. If instead each exposed face of a square column costs σah and the nucleus takes the shortest lattice perimeter, the middle barrier rises to 1.01 eV, the first column on a flat side costs 0.14 eV (about 5 k_BT), and the slope over this field range is near 5 MV/cm.

At 0.14 MV/cm the same model takes about 5 × 10⁻¹¹ s to grow a nucleus from twice the critical radius until its area equals that of the region, and up to about 1.2 × 10⁻¹⁰ s to reach a far corner, far less than 19 μs. Nucleation is the slow step here, as assumed.

**Q:** My electrodes do not screen perfectly. Do I just add the depolarizing field to E?

**A:** Not in general, because the nucleus changes the charge that makes that field; how far simple addition is off depends on the permittivity of the film. Model each electrode as an ideal metal separated from the polarization charge by a vacuum gap λ, and give the film a background permittivity ε. Opposite charges ±s at the two film faces, varying in the plane with wave number k, make the potential odd about the midplane. If it is φ₀ at the upper face, it varies as sinh(kz) in the film, with z measured from the midplane, and falls to zero across the gap. The jump in displacement gives

φ₀[k coth(kλ) + εk coth(kh/2)] = 4πs,

so the potential per unit charge is

G(k) = 4π/[k coth(kλ) + εk coth(kh/2)], G(0) = 4π/(1/λ + 2ε/h).

The old state has face charges ±P and face potentials ±PG(0). Reversal adds a disc of charge 2P, of opposite sign to the old charge, at each face. Its interaction with the old potentials is

2 × (−2P)PG(0)πr² = −4P²G(0)πr².

The discs' own energy is

2 × ½(2P)²⟨G⟩πr² = +4P²⟨G⟩πr²,

where ⟨G⟩ = 2∫₀^∞ dx J₁(x)²G(x/r)/x is the average over the disc's Fourier weight, J₁ being the Bessel function. The sum is

ΔW = 4P²πr²[⟨G⟩ − G(0)].

For a very wide disc ⟨G⟩ approaches G(0), and the two large terms nearly cancel. Since G falls with k, what remains is negative and lowers the barrier.

**Q:** By how much in this film?

**A:** Take ε = 6 as a rough electronic background. A gap of 0.005 nm gives a uniform depolarizing field of 0.56 MV/cm, four times the middle applied field. Simply adding it would cut the middle barrier to 0.686 × 0.14/(0.14 + 0.56) ≈ 0.14 eV. Maximizing U + ΔW gives 0.51 eV instead.

For that gap the barriers at the three fields are 0.88, 0.51 and 0.37 eV, and they fall on average as E^(−0.96). For 0.010 nm they are 0.38, 0.25 and 0.19 eV, falling as E^(−0.72). An end energy proportional to r would merely reduce the effective σ and keep 1/E. The changed exponent shows that it is not proportional to r.

These numbers depend strongly on ε. Simple addition is the limit ⟨G⟩ → 0, since 4P²G(0) = 2P·(2PG(0)/h)·h, and a large permittivity pushes ⟨G⟩ toward that limit. Barium titanate's lattice response is far above 6, roughly 150 along the polar axis and a few thousand across it. With 150 and 3500, the 0.005 nm gap gives a middle barrier of 0.18 eV, against 0.17 eV from simply adding the depolarizing field (now 0.43 MV/cm). The barrier then falls only as about E^(−0.26), with a critical radius below one column width.

**Q:** So how should I read the model beside a real capacitor?

**A:** As one possible source of the 1/E law in films a few nanometres thick, not as a prediction of the time. The barrier grows in proportion to h: with the same parameters and ideal screening, a 20 nm film at 0.14 MV/cm would have a barrier of 2.7 eV and a wait of about 10³⁴ s at one site. At that field such a film would have to switch in another way, for example from defects or by the motion of existing walls, which can have an inverse-field law of its own. A higher field lowers the barrier again: at 0.5 MV/cm the same formula gives 0.77 eV for the 20 nm film. The critical radius is then only 0.28 nm, less than one column width, and the field is well above the intrinsic coercive field of bulk barium titanate, so that value belongs to the formula only. Good oxide electrodes have effective screening lengths of very roughly 0.01 to 0.02 nm, so ideal screening is a poor assumption for this film. At 0.14 MV/cm and ε = 6, a gap of 0.010 nm lowers the barrier by 0.44 eV, or 17 k_BT. With the prefactor unchanged, that shortens the wait at one site by about seven orders of magnitude, from 0.29 s to roughly 10⁻⁸ s. Divided among 15625 sites this is about 10⁻¹² s, less than the growth time found above. Many nuclei would then share the work, and the single-nucleus formula for t_s would no longer apply. The 1/E form is then only approximate over this range.

These screened barriers also keep P and σ fixed, which is doubtful. For the 0.010 nm gap the uniform depolarizing field is about 1.1 MV/cm. That is several times the intrinsic coercive field. With bulk Landau coefficients, a uniformly polarized 5 nm film does not survive either the 0.005 nm or the 0.010 nm gap, so the starting state assumed here needs much better screening or a more robust polarization. For the 0.010 nm gap the critical radius at 0.20 MV/cm is 0.37 nm, already less than one column width, so the continuum picture is strained there. With a gap of 0.02 nm the calculated radius is only about 0.1 nm at all three fields, and the picture fails. Read the screened values as a sign of how much screening matters, not as barriers of a real film.

Other limits matter too. The middle nucleus has a radius of 2.5 columns, and the one at 0.20 MV/cm less than two, so a flat-wall σ is doubtful there. Reversing a whole 5 nm column may have its own barrier, which my chosen ν hides. Defects can offer easier sites. At 358 K, with P and σ held fixed, E_a falls to 3.11 MV/cm through k_BT alone; in a real film P and σ change with temperature as well. A straight Merz plot is thus consistent with fixed-height nucleation, but does not by itself prove it or fix σ. The numerical output lists the values for all three fields.

Table of computed values

```
Polarization: 25.0 uC/cm2
Wall energy: 7.0 mJ/m2
Film thickness (nucleus height): 5.0 nm
Column width: 0.40 nm
Temperature: 300 K; kT: 0.02585 eV
Attachment rate nu: 1.0e+12 1/s
Region side: 50 nm; sites: 15625
--- Field: 0.08 MV/cm ---
Critical radius: 1.750 nm; columns: 60.1
Barrier: 1.2010 eV; barrier/kT: 46.46
One-site time, chain: 1.7049e+08 s; formula: 1.7063e+08 s
Region switching time, chain: 1.091e+04 s
Other rate rule / formula: 1.033
--- Field: 0.14 MV/cm ---
Critical radius: 1.000 nm; columns: 19.6
Barrier: 0.6863 eV; barrier/kT: 26.55
One-site time, chain: 2.8944e-01 s; formula: 2.9085e-01 s
Region switching time, chain: 1.852e-05 s
Other rate rule / formula: 1.077
--- Field: 0.20 MV/cm ---
Critical radius: 0.700 nm; columns: 9.6
Barrier: 0.4804 eV; barrier/kT: 18.58
One-site time, chain: 8.3354e-05 s; formula: 8.4619e-05 s
Region switching time, chain: 5.335e-09 s
Other rate rule / formula: 1.135
--- Merz law and causal comparisons ---
Activation field: 3.7166 MV/cm
Chain slope at middle field: 3.7887 MV/cm
Half the middle field: 0.0700 MV/cm
Barrier drop on doubling field, cylinder: 2.000
Barrier drop on doubling field, free sphere: 4.000
Waiting-law moment ratio: 1.00000
--- Neglected effects at middle field unless stated ---
Voltage across film: 0.070 V
Critical radius / column width: 2.50
Square / circular barrier: 1.273
Rough susceptibility: 100; induced P / P: 5.0 percent
Growth time in model: 5.14e-11 s
Activation field at 358 K, fixed P and sigma: 3.114 MV/cm
Rough background permittivity: 6.0
Gap: 0.005 nm; uniform depolarizing field: 0.558 MV/cm
  Barriers at the three fields: 0.881, 0.514, 0.366 eV
  Mean inverse-field exponent of barrier: 0.959
Gap: 0.010 nm; uniform depolarizing field: 1.103 MV/cm
  Barriers at the three fields: 0.377, 0.251, 0.194 eV
  Mean inverse-field exponent of barrier: 0.723
```
